# Peak temperature of a Joule-heated metallic bridge: verification in Python

```python
# Result under test: a laterally insulated metallic bridge with both ends at T0
# and a voltage V across it has the peak temperature
#     T_max = sqrt(T0^2 + V^2/(4 L)),   L = (pi^2/3) (k_B/e)^2,
# whatever its shape and resistivity, if kappa = L*sigma*T (Wiedemann-Franz).
# Symbols: s = x/length, phi = potential, Q = heat flow towards +x, I = current.
# The numerical side solves the charge and heat equations in position space.
import numpy as np
from scipy.constants import k as k_B, e as e_charge
from scipy.integrate import quad, solve_bvp
from scipy.optimize import brentq

T0 = 300.0             # K, temperature of both ends
V_MAIN = 0.010         # V
LENGTH = 1e-6          # m
AREA0 = 1e-14          # m^2, cross-section at s = 0
RHO0 = 50e-9           # ohm m, resistivity at T0
ALPHA = 0.004          # 1/K, temperature coefficient of resistivity
R0 = RHO0 * LENGTH / AREA0

LORENZ = np.pi**2 / 3 * (k_B / e_charge)**2


def peak_formula(voltage, lorenz=LORENZ):
    return np.sqrt(T0**2 + voltage**2 / (4 * lorenz))


def solve_bridge(voltage, taper=0.0, kappa_lattice=0.0, leak=0.0):
    """Solve for phi/V, Q/(V*I_ref), T/T0 and the unknown current I/I_ref.
    Cross-section: AREA0*(1 + taper*s); leak: side loss in W/(m K)."""
    i_ref = voltage / R0
    power_ref = voltage * i_ref

    def equations(s, y, p):
        temperature = T0 * y[2]
        area = AREA0 * (1 + taper * s)
        rho = RHO0 * (1 + ALPHA * (temperature - T0))
        kappa = LORENZ * temperature / rho + kappa_lattice
        current = p[0] * i_ref
        dphi = -current * rho * LENGTH / area
        dheat = (current**2 * rho / area - leak * (temperature - T0)) * LENGTH
        dtemp = -y[1] * power_ref * LENGTH / (area * kappa)
        return np.vstack([dphi / voltage, dheat / power_ref, dtemp / T0])

    def ends(ya, yb, p):
        return np.array([ya[0] - 1, yb[0], ya[2] - 1, yb[2] - 1])

    s = np.linspace(0, 1, 101)
    guess = np.vstack([1 - s, s - 0.5, 1 + 0.1 * s * (1 - s)])
    result = solve_bvp(equations, ends, s, guess, p=[1.0],
                       tol=1e-8, max_nodes=20000)
    assert result.success, result.message
    s_peak = brentq(lambda z: result.sol(z)[1], 0.0, 1.0)
    at_peak = result.sol(s_peak)
    return {"sol": result.sol, "current": result.p[0] * i_ref,
            "s_peak": s_peak, "phi_peak": at_peak[0] * voltage,
            "T_peak": at_peak[2] * T0,
            "Q_left": result.sol(0.0)[1] * power_ref,
            "Q_right": result.sol(1.0)[1] * power_ref}


# Lorenz number from the thermal average of u^2 over the Fermi window
integral = quad(lambda u: u**2 / (4 * np.cosh(u / 2)**2), -60, 60,
                points=[0.0], epsabs=1e-12, limit=200)[0]
assert abs(integral - np.pi**2 / 3) < 1e-8

uniform = solve_bridge(V_MAIN)
tapered = solve_bridge(V_MAIN, taper=1.0)
V_HIGH = 0.100
strong = solve_bridge(V_HIGH, taper=1.0)

# Peak, profile, potential at the peak and heat through the ends
for voltage, case in ((V_MAIN, uniform), (V_MAIN, tapered), (V_HIGH, strong)):
    assert abs(case["T_peak"] - peak_formula(voltage)) < 1e-4
    assert abs(case["phi_peak"] / voltage - 0.5) < 1e-5
    profile = case["sol"](np.linspace(0, 1, 501))
    phi = profile[0] * voltage
    predicted = np.sqrt(T0**2 + phi * (voltage - phi) / LORENZ)
    assert np.max(np.abs(profile[2] * T0 - predicted)) < 1e-4
    half_power = case["current"] * voltage / 2
    assert abs(case["Q_right"] / half_power - 1) < 1e-5
    assert abs(case["Q_left"] / half_power + 1) < 1e-5

# The peak sits in the middle of the uniform bridge, not of the tapered one
assert abs(uniform["s_peak"] - 0.5) < 1e-5
assert abs(tapered["s_peak"] - 0.5) > 0.05

rise = peak_formula(V_MAIN) - T0
rise_small = V_MAIN**2 / (8 * LORENZ * T0)
rise_small_high = V_HIGH**2 / (8 * LORENZ * T0)
assert abs(rise - 1.7) < 0.05
assert 0 < rise_small / (uniform["T_peak"] - T0) - 1 < 0.01
assert rise_small_high > 1.1 * (strong["T_peak"] - T0)

# Relaxed assumptions: other heat paths lower the peak at fixed voltage
KAPPA_LATTICE = 5.0    # W/(m K)
LEAK = 1.0             # W/(m K), side loss per length and per kelvin
with_lattice = solve_bridge(V_MAIN, kappa_lattice=KAPPA_LATTICE)
with_leak = solve_bridge(V_MAIN, leak=LEAK)
assert with_lattice["T_peak"] < uniform["T_peak"] - 0.01
assert with_leak["T_peak"] < uniform["T_peak"] - 0.01

quarter = np.sqrt(T0**2 + 3 * V_MAIN**2 / (16 * LORENZ)) - T0

print(f"End temperature: {T0:.0f} K")
print(f"Voltage across bridge: {V_MAIN*1e3:.0f} mV")
print(f"k_B/e: {k_B/e_charge*1e6:.3f} uV/K")
print(f"Lorenz integral by quadrature: {integral:.6f}")
print(f"Lorenz number L: {LORENZ*1e8:.4f} e-8 V^2/K^2")
print(f"V^2/(4L): {V_MAIN**2/(4*LORENZ):.1f} K^2")
print(f"Peak temperature, formula: {peak_formula(V_MAIN):.3f} K")
print(f"Peak rise, formula: {rise:.3f} K")
print(f"Peak rise, small-heating formula: {rise_small:.3f} K")
print(f"Rise at one quarter of the potential: {quarter:.3f} K")
print(f"Peak rise if L is 10% lower: "
      f"{peak_formula(V_MAIN, 0.9*LORENZ)-T0:.3f} K")
print(f"Peak rise if L is 10% higher: "
      f"{peak_formula(V_MAIN, 1.1*LORENZ)-T0:.3f} K")
print("--- model bridge, numerical solution ---")
print(f"Length: {LENGTH*1e6:.0f} um")
print(f"Cross-section at x = 0: {AREA0*1e18:.0f} nm^2")
print(f"Resistivity at 300 K: {RHO0*1e9:.0f} nohm m")
print(f"Temperature coefficient: {ALPHA:.3f} 1/K")
print(f"Resistance at 300 K, uniform: {R0:.2f} ohm")
print(f"Electronic heat conductivity at 300 K: {LORENZ*T0/RHO0:.1f} W/(m K)")
print(f"Current, uniform: {uniform['current']*1e3:.4f} mA")
print(f"Total Joule power, uniform: {uniform['current']*V_MAIN*1e6:.3f} uW")
print(f"Heat out of right end, uniform: {uniform['Q_right']*1e6:.3f} uW")
print(f"Peak rise, uniform: {uniform['T_peak']-T0:.3f} K")
print(f"Peak position x/length, uniform: {uniform['s_peak']:.3f}")
print(f"Peak rise, tapered: {tapered['T_peak']-T0:.3f} K")
print(f"Peak position x/length, tapered: {tapered['s_peak']:.3f}")
print(f"Potential at peak, tapered: {tapered['phi_peak']*1e3:.3f} mV")
print(f"Higher test voltage: {V_HIGH*1e3:.0f} mV")
print(f"Peak rise at higher voltage, numerical: {strong['T_peak']-T0:.2f} K")
print(f"Peak rise at higher voltage, formula: {peak_formula(V_HIGH)-T0:.2f} K")
print(f"Peak rise at higher voltage, small-heating: {rise_small_high:.2f} K")
print(f"Added lattice conductivity: {KAPPA_LATTICE:.0f} W/(m K)")
print(f"Peak rise with lattice conduction: {with_lattice['T_peak']-T0:.3f} K")
print(f"Added side leakage per length: {LEAK:.0f} W/(m K)")
print(f"Peak rise with side leakage: {with_leak['T_peak']-T0:.3f} K")
print("verified")
```

Running it gives:

```
End temperature: 300 K
Voltage across bridge: 10 mV
k_B/e: 86.173 uV/K
Lorenz integral by quadrature: 3.289868
Lorenz number L: 2.4430 e-8 V^2/K^2
V^2/(4L): 1023.3 K^2
Peak temperature, formula: 301.701 K
Peak rise, formula: 1.701 K
Peak rise, small-heating formula: 1.706 K
Rise at one quarter of the potential: 1.276 K
Peak rise if L is 10% lower: 1.889 K
Peak rise if L is 10% higher: 1.547 K
--- model bridge, numerical solution ---
Length: 1 um
Cross-section at x = 0: 10000 nm^2
Resistivity at 300 K: 50 nohm m
Temperature coefficient: 0.004 1/K
Resistance at 300 K, uniform: 5.00 ohm
Electronic heat conductivity at 300 K: 146.6 W/(m K)
Current, uniform: 1.9910 mA
Total Joule power, uniform: 19.910 uW
Heat out of right end, uniform: 9.955 uW
Peak rise, uniform: 1.701 K
Peak position x/length, uniform: 0.500
Peak rise, tapered: 1.701 K
Peak position x/length, tapered: 0.414
Potential at peak, tapered: 5.000 mV
Higher test voltage: 100 mV
Peak rise at higher voltage, numerical: 138.56 K
Peak rise at higher voltage, formula: 138.56 K
Peak rise at higher voltage, small-heating: 170.56 K
Added lattice conductivity: 5 W/(m K)
Peak rise with lattice conduction: 1.645 K
Added side leakage per length: 1 W/(m K)
Peak rise with side leakage: 1.588 K
verified
```
